# Line permittivity and fill factor from a subwavelength grating's effective permittivities: a program that tests the result

```python
"""Line grating in air: recover line permittivity e and fill factor f from the
effective permittivities P (E parallel to lines) and S (E perpendicular).
Result under test: a = P-1, b = 1-1/S, e = a/b, f = a*b/(a-b).
The mixing formulas are tested against exact periodic modes, and a Fourier-mode
calculation of a finite-height grating sizes what they neglect.
Lengths in nm; permittivities are relative; time factor exp(-i omega t).
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq, fsolve


def invert(P, S):
    a, b = P - 1, 1 - 1 / S
    return np.array([a / b, a * b / (a - b)])


def mixing(e, f):
    return np.array([f * e + 1 - f, 1 / (f / e + 1 - f)])


def exact_modes(e, f, ratio):
    """Squared indices of the lowest even modes; ratio = period/wavelength."""
    k = 2 * np.pi * ratio  # period is the length unit here

    def wall_term(eps, width, N):
        p = np.sqrt(k * k * (eps - N) + 0j)
        return (p * np.tan(p * width / 2)).real

    result = []
    for weight in (1.0, 1 / e):
        def mismatch(N):
            return weight * wall_term(e, f, N) + wall_term(1.0, 1 - f, N)
        result.append(brentq(mismatch, 1.0, e, xtol=1e-14, rtol=1e-14))
    return np.array(result)


def film_t(eps, height, wavelength):
    """Transmission amplitude of a uniform film in air, normal incidence."""
    n = np.sqrt(eps)
    phase = 2 * np.pi * n * height / wavelength
    return 1 / (np.cos(phase) - 0.5j * (n + 1 / n) * np.sin(phase))


def grating_t(e, f, period, height, wavelength, perpendicular, orders=50):
    """Zeroth-order transmission of a free-standing grating (Fourier modes)."""
    k = 2 * np.pi / wavelength
    m = np.arange(-orders, orders + 1)
    G = 2 * np.pi * m / period
    diff = m[:, None] - m[None, :]
    one = np.eye(len(m))
    shape = f * np.sinc(diff * f)
    eps_matrix = one + (e - 1) * shape
    if perpendicular:
        A = one + (1 / e - 1) * shape
        B = G[:, None] * np.linalg.inv(eps_matrix) * G[None, :] - k * k * one
        B = (B + B.T) / 2
    else:
        A = one
        B = np.diag(G**2) - k * k * eps_matrix
    q2, W = eigh(B, A)
    q = np.sqrt(q2 + 0j)
    th = np.tanh(q * height / 2)
    AW = A @ W
    outside = np.diag(1j * np.sqrt(k * k - G**2 + 0j))
    source = one[:, orders]
    amplitudes = []
    for slope in (q * th, q / th):  # even and odd about the mid-plane
        Y = (AW * slope) @ AW.T
        R = np.linalg.solve(Y - outside, -(1j * k * source + Y @ source))
        amplitudes.append(R[orders])
    return (amplitudes[0] - amplitudes[1]) / 2


def read_film(t, guess, height, wavelength):
    """Permittivity of the uniform film that has the phase of t."""
    return brentq(lambda x: np.angle(film_t(x, height, wavelength) / t),
                  guess - 0.4, guess + 0.4, xtol=1e-13)


def apparent(e, f, period, height, wavelength, orders=50):
    guess = mixing(e, f)
    return np.array([
        read_film(grating_t(e, f, period, height, wavelength, pol, orders),
                  guess[pol], height, wavelength) for pol in (0, 1)])


# Inversion of the given data
P, S = 2.5, 1.6
a, b = P - 1, 1 - 1 / S
e, f = invert(P, S)
assert abs(e - 4) < 1e-12 and abs(f - 0.5) < 1e-12

# Inversion applied to exact modes of very fine gratings
for e_true, f_true in ((4, 0.5), (2.2, 0.3), (6, 0.7), (12, 0.2)):
    found = invert(*exact_modes(e_true, f_true, 0.001))
    assert np.allclose(found, [e_true, f_true], rtol=2e-4), found

# A physical solution exists exactly when P > S > 1
rng = np.random.default_rng(1)
for x, y in rng.uniform(0.3, 6, (2000, 2)):
    ee, ff = invert(x, y)
    assert (ee > 1 and 0 < ff < 1) == (x > y > 1)
a_swap, b_swap = S - 1, 1 - 1 / P
assert abs(a_swap - b_swap) < 1e-12

# Sensitivities against a numerical solution of the mixing equations
J = np.array([[1 / b, -a / (b * S)**2],
              [-b**2 / (a - b)**2, a**2 / ((a - b) * S)**2]])


def solve_mixing(x, y):
    return fsolve(lambda v: mixing(*v) - [x, y], [3.8, 0.52], xtol=1e-13)


d = 1e-3
J_num = np.column_stack([
    (solve_mixing(P + d, S) - solve_mixing(P - d, S)) / (2 * d),
    (solve_mixing(P, S + d) - solve_mixing(P, S - d)) / (2 * d)])
assert np.allclose(J, J_num, rtol=1e-3, atol=1e-5)
noise = 0.01
sigma = noise * np.sqrt((J**2).sum(axis=1))


# Second-order effect of the period
def second_order(e, f):
    P0, S0 = mixing(e, f)
    c = np.pi**2 / 3 * (f * (1 - f))**2
    return np.array([c * (e - 1)**2, c * (1 - 1 / e)**2 * S0**3 * P0])


def e_bias_coefficient(e, f):
    P0, S0 = mixing(e, f)
    return np.pi**2 / 3 * f * (1 - f)**2 * (e - 1) * (e - P0 * S0)


r = 0.02
for ff in (0.3, 0.5, 0.7):
    modes = exact_modes(4, ff, r)
    assert np.allclose((modes - mixing(4, ff)) / r**2,
                       second_order(4, ff), rtol=0.02)
    e_shift = (invert(*modes)[0] - 4) / r**2
    scale = second_order(4, ff)[0] / (1 - 1 / mixing(4, ff)[1])
    assert abs(e_shift - e_bias_coefficient(4, ff)) < 0.02 * scale

# Fourier-mode code: solid film, then convergence
period, height, wavelength = 40.0, 100.0, 633.0
for pol in (0, 1):
    solid = grating_t(4, 1.0, period, height, wavelength, pol)
    assert abs(solid - film_t(4, height, wavelength)) < 1e-9
body = exact_modes(e, f, period / wavelength)
seen = apparent(e, f, period, height, wavelength)
finer = apparent(e, f, period, height, wavelength, 100)
assert np.all(abs(seen - finer) < 0.05 * abs(finer - [P, S]))

# Long-wave limit: face effect is linear in period, absent for parallel field
long_wave = 100 * height
shift_full = apparent(e, f, period, height, long_wave) - [P, S]
shift_half = apparent(e, f, period / 2, height, long_wave) - [P, S]
shift_tall = apparent(e, f, period, 2 * height, 2 * long_wave) - [P, S]
assert shift_full[1] > 0
assert abs(shift_full[1] / shift_half[1] - 2) < 0.05
assert abs(shift_full[1] / shift_tall[1] - 2) < 0.05
assert abs(shift_full[0]) < 0.02 * shift_full[1]
assert seen[1] - S > body[1] - S > 0  # faces add to the body effect

# Height assumed 1 nm too large for an ideal uniform film
wrong = np.array([read_film(film_t(x, height, wavelength), x,
                            height + 1, wavelength) for x in (P, S)])
e_body, f_body = invert(*body)
e_seen, f_seen = invert(*finer)
e_wrong, f_wrong = invert(*wrong)

print("All permittivities and fill factors are dimensionless")
print(f"Given: P = {P:.3f}, S = {S:.3f}")
print(f"a = P-1 = {a:.4f}, b = 1-1/S = {b:.4f}")
print(f"Recovered line permittivity e = {e:.4f}")
print(f"Recovered fill factor f = {f:.4f}")
print("Check, mixing formulas P, S: %.4f, %.4f" % tuple(mixing(e, f)))
print(f"Labels exchanged: a = {a_swap:.4f}, b = {b_swap:.4f}")
print(f"de/dP = {J[0, 0]:.4f}, de/dS = {J[0, 1]:.4f}")
print(f"df/dP = {J[1, 0]:.4f}, df/dS = {J[1, 1]:.4f}")
print(f"Independent uncertainty of each reading = {noise:.3f}")
print(f"Resulting uncertainty: e {sigma[0]:.4f}, f {sigma[1]:.4f}")
print(f"Period = {period:.0f} nm, line width = {f * period:.0f} nm")
print(f"Height = {height:.0f} nm, wavelength = {wavelength:.0f} nm")
print(f"Period/wavelength = {period / wavelength:.4f}")
so = second_order(e, f) * (period / wavelength)**2
print(f"Second-order shifts: P {so[0]:.5f}, S {so[1]:.5f}")
print(f"Exact body modes: P = {body[0]:.5f}, S = {body[1]:.5f}")
print(f"Recovered from body modes: e = {e_body:.4f}, f = {f_body:.4f}")
print(f"Long-wave face shift of S = {shift_full[1]:.4f}")
print(f"Same shift divided by period/height = "
      f"{shift_full[1] * height / period:.4f}")
print(f"Long-wave shift of P = {shift_full[0]:.6f}")
print(f"From transmission phase: P = {finer[0]:.4f}, S = {finer[1]:.4f}")
print(f"Recovered from phase: e = {e_seen:.3f}, f = {f_seen:.4f}")
print(f"Height 1 nm too large: P = {wrong[0]:.4f}, S = {wrong[1]:.4f}")
print(f"Recovered then: e = {e_wrong:.3f}, f = {f_wrong:.4f}")
print("all good")
```

Printed output:

```
All permittivities and fill factors are dimensionless
Given: P = 2.500, S = 1.600
a = P-1 = 1.5000, b = 1-1/S = 0.3750
Recovered line permittivity e = 4.0000
Recovered fill factor f = 0.5000
Check, mixing formulas P, S: 2.5000, 1.6000
Labels exchanged: a = 0.6000, b = 0.6000
de/dP = 2.6667, de/dS = -4.1667
df/dP = -0.1111, df/dS = 0.6944
Independent uncertainty of each reading = 0.010
Resulting uncertainty: e 0.0495, f 0.0070
Period = 40 nm, line width = 20 nm
Height = 100 nm, wavelength = 633 nm
Period/wavelength = 0.0632
Second-order shifts: P 0.00739, S 0.00473
Exact body modes: P = 2.50739, S = 1.60476
Recovered from body modes: e = 3.9999, f = 0.5025
Long-wave face shift of S = 0.0272
Same shift divided by period/height = 0.0680
Long-wave shift of P = 0.000028
From transmission phase: P = 2.5069, S = 1.6303
Recovered from phase: e = 3.898, f = 0.5201
Height 1 nm too large: P = 2.4508, S = 1.5700
Recovered then: e = 3.996, f = 0.4843
all good
```
